# Image energy of a unit charge in a tetragonal BaTiO3 supercell: a program that tests the result

```python
"""
Image energy of a unit charge in a cubic cell of a uniaxial dielectric.

Result under test, for cell side L and p = sqrt(eps_a/eps_c):
  E = e^2/(8 pi eps0 L) * [ pi/(3 eps_c) + C/sqrt(eps_a eps_c) + R ]
  C = 4 zeta(1/2) beta(1/2)   (regularized square-lattice sum of 1/|m|)
  R = sum_{m != 0} 2/(|m| (exp(2 pi p |m|) - 1)) / sqrt(eps_a eps_c)
eps_a: permittivity along two cube axes; eps_c: along the third.
E is the energy per cell of the periodic array with neutral background
minus the energy of the isolated charge in the same medium.

The independent road evaluates that definition: a reciprocal lattice sum
minus the corresponding integral, with a Gaussian cutoff extrapolated away.
It also accepts a wave-vector dependent permittivity
  eps_i(G) = EPS_INF + chi_i/(1 + lam^2 chi_i G^2),
whose effect on E must fall as 1/L^3 in very large cells.
Lengths are in angstrom and energies in meV.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.optimize import brentq

COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10 * 1e3  # meV angstrom
EPS_A, EPS_C = 2200.0, 56.0   # rough clamped values, room temperature
EPS_INF = 5.5                 # rough electronic permittivity
CELL = 20.0                   # angstrom
P_SPONT = 26.0                # rough spontaneous polarization, uC/cm2

half = mp.mpf(1) / 2
beta_half = (mp.zeta(half, mp.mpf(1) / 4)
             - mp.zeta(half, mp.mpf(3) / 4)) / mp.sqrt(4)
C_SQUARE = float(4 * mp.zeta(half) * beta_half)


def formula_terms(eps_a, eps_c, cell):
    """Sheet term, square-lattice term and exponentially small remainder."""
    p = np.sqrt(eps_a / eps_c)
    root = np.sqrt(eps_a * eps_c)
    m = np.arange(-8, 9)
    dist = np.hypot(m[:, None], m[None, :]).ravel()
    dist = dist[dist > 0]
    rest = np.sum(2 / (dist * np.expm1(2 * np.pi * p * dist)))
    pref = COULOMB / (2 * cell)
    return (pref * np.pi / (3 * eps_c), pref * C_SQUARE / root,
            pref * rest / root)


def formula(eps_a, eps_c, cell):
    return sum(formula_terms(eps_a, eps_c, cell))


def inverse_kernel(g_plane2, g_axis2, eps_a, eps_c, lam):
    """G.eps(G).G for squared in-plane and axial wave vectors."""
    g2 = g_plane2 + g_axis2
    chi_a, chi_c = eps_a - EPS_INF, eps_c - EPS_INF
    return (EPS_INF * g2
            + g_plane2 * chi_a / (1 + lam**2 * chi_a * g2)
            + g_axis2 * chi_c / (1 + lam**2 * chi_c * g2))


def sum_minus_integral(eps_a, eps_c, cell, lam, width, nodes):
    """Damped lattice sum without G=0, minus the damped integral."""
    p = np.sqrt(eps_a / eps_c)
    unit = 2 * np.pi / cell
    n_plane = np.arange(39)
    n_axis = np.arange(int(np.ceil(38 * p)) + 1)
    w_plane = np.where(n_plane == 0, 1.0, 2.0)
    w_axis = np.where(n_axis == 0, 1.0, 2.0)
    plane2 = (unit**2 * (n_plane[:, None]**2
                         + n_plane[None, :]**2))[:, :, None]
    axis2 = (unit**2 * n_axis**2)[None, None, :]
    weight = (w_plane[:, None, None] * w_plane[None, :, None]
              * w_axis[None, None, :])
    kernel = inverse_kernel(plane2, axis2, eps_a, eps_c, lam)
    kernel[0, 0, 0] = 1.0
    weight[0, 0, 0] = 0.0
    damp = np.exp(-width**2 * (plane2 + axis2 / p**2))
    lattice = np.sum(weight * damp / kernel)
    # integral in coordinates G_plane = k sin(theta), G_axis = p k cos(theta)
    x, w = np.polynomial.legendre.leggauss(nodes)
    mu, w_mu = (x + 1) / 2, w / 2
    k_max = 38 * unit
    k_0 = 1e-3 * k_max
    t_max = np.arcsinh(k_max / k_0)
    t, w_t = t_max * (x + 1) / 2, t_max * w / 2
    k = k_0 * np.sinh(t)
    w_k = w_t * k_0 * np.cosh(t)
    kernel = inverse_kernel(k[:, None]**2 * (1 - mu**2),
                            (p * k[:, None] * mu)**2, eps_a, eps_c, lam)
    radial = w_k * k**2 * np.exp(-width**2 * k**2)
    integral = 4 * np.pi * p * np.sum(radial[:, None] * w_mu / kernel)
    return lattice - integral / unit**3


def from_definition(eps_a, eps_c, cell, lam=0.0, fraction=40.0, nodes=200):
    """Image energy, extrapolated linearly in squared cutoff width."""
    s = cell / fraction
    narrow = sum_minus_integral(eps_a, eps_c, cell, lam, s, nodes)
    wide = sum_minus_integral(eps_a, eps_c, cell, lam,
                              s * np.sqrt(2), nodes)
    return 2 * np.pi * COULOMB / cell**3 * (2 * narrow - wide)


# Square-lattice constant against a damped explicit sum minus its integral
t_damp = 1e-4
m = np.arange(-350, 351)
r2 = (m[:, None]**2 + m[None, :]**2).ravel().astype(float)
r2 = r2[r2 > 0]
c_direct = (np.sum(np.exp(-np.pi * t_damp * r2) / np.sqrt(r2))
            - np.pi / np.sqrt(t_damp))
assert abs(c_direct - C_SQUARE) < 1e-3  # residual is of order t_damp

# Closed formula against the definition for several anisotropies
worst = 0.0
for ea, ec in [(10, 10), (10, 40), (120, 10), (160, 10), (EPS_A, EPS_C)]:
    worst = max(worst, abs(from_definition(ea, ec, CELL)
                           - formula(ea, ec, CELL)))
assert worst < 1e-4
assert from_definition(120, 10, CELL) < 0 < from_definition(160, 10, CELL)
ratio_zero = brentq(lambda r: formula(r, 1.0, CELL), 2.0, 30.0)
assert 12 < ratio_zero < 16


# Point-charge potential in the medium: flux of D through a sphere
def potential(x, z):
    """Potential (V) of charge e at in-plane distance x, axial distance z."""
    return (COULOMB / 1e3 / np.sqrt(EPS_A**2 * EPS_C)
            / np.sqrt(x**2 / EPS_A + z**2 / EPS_C))


nodes_mu, weights_mu = np.polynomial.legendre.leggauss(300)
radius, step = 10.0, 1e-4
xs, zs = radius * np.sqrt(1 - nodes_mu**2), radius * nodes_mu
field_x = (potential(xs - step, zs) - potential(xs + step, zs)) / (2 * step)
field_z = (potential(xs, zs - step) - potential(xs, zs + step)) / (2 * step)
d_normal = (EPS_A * field_x * xs + EPS_C * field_z * zs) / radius
flux = 0.5 * np.sum(weights_mu * d_normal) * radius**2 / (COULOMB / 1e3)
assert abs(flux - 1) < 1e-5

# Main numbers
sheet, square, rest = formula_terms(EPS_A, EPS_C, CELL)
energy = sheet + square + rest
assert 1 < abs(energy) < 10
geo = (EPS_A**2 * EPS_C)**(1 / 3)
harm = 3 / (2 / EPS_A + 1 / EPS_C)
cubic_constant = formula(1.0, 1.0, CELL) * 2 * CELL / COULOMB

print(f"cell side: {CELL:.1f} angstrom")
print(f"permittivity eps_a, eps_c: {EPS_A:.0f}, {EPS_C:.0f}")
print(f"ratio eps_a/eps_c: {EPS_A/EPS_C:.2f}")
print(f"p = sqrt(ratio): {np.sqrt(EPS_A/EPS_C):.3f}")
print(f"sqrt(eps_a eps_c): {np.sqrt(EPS_A*EPS_C):.1f}")
print(f"e^2/(4 pi eps0): {COULOMB/1e3:.4f} eV angstrom")
print(f"square-lattice constant C: {C_SQUARE:.6f}")
print(f"C from damped sum: {c_direct:.4f}")
print(f"cubic constant from formula at p=1: {cubic_constant:.6f}")
print(f"sheet term: {sheet:.3f} meV")
print(f"square-lattice term: {square:.3f} meV")
print(f"exponential remainder: {rest:.1e} meV")
print(f"image energy, formula: {energy:.3f} meV")
print(f"image energy, definition: "
      f"{from_definition(EPS_A, EPS_C, CELL):.3f} meV")
print(f"largest formula-definition gap, 5 cases: {worst:.1e} meV")
print(f"permittivity ratio of zero energy: {ratio_zero:.2f}")
print(f"image energy for charge 2e: {4*energy:.2f} meV")
print(f"vacuum image energy: {formula(1, 1, CELL)/1e3:.4f} eV")
for name, mean in [("geometric", geo), ("harmonic", harm)]:
    print(f"{name} mean permittivity: {mean:.1f}")
    print(f"isotropic energy, {name} mean: "
          f"{formula(mean, mean, CELL):.2f} meV")
for factor in (0.8, 1.2):
    print(f"energy with eps_a times {factor}: "
          f"{formula(factor*EPS_A, EPS_C, CELL):.2f} meV")
    print(f"energy with eps_c times {factor}: "
          f"{formula(EPS_A, factor*EPS_C, CELL):.2f} meV")
print(f"thermal energy at 300 K: {sc.k*300/sc.e*1e3:.1f} meV")

# Neglected effects
print(f"electronic permittivity (rough): {EPS_INF:.1f}")
print(f"image energy with frozen ions: "
      f"{formula(EPS_INF, EPS_INF, CELL):.0f} meV")
for lam in (0.1, 0.2, 0.3):
    value = from_definition(EPS_A, EPS_C, CELL, lam)
    assert abs(value) < 10
    xi = lam * np.sqrt(EPS_A - EPS_INF)
    print(f"dispersion lambda {lam:.1f} angstrom, in-plane "
          f"length {xi:.1f} angstrom: {value:.2f} meV")
other = from_definition(EPS_A, EPS_C, CELL, 0.3, fraction=32.0)
finer = from_definition(EPS_A, EPS_C, CELL, 0.3, nodes=300)
assert abs(other - value) < 0.1 and abs(finer - value) < 1e-3
print(f"shift on wider cutoff, lambda 0.3: {other-value:.1e} meV")
print(f"shift on finer quadrature, lambda 0.3: {finer-value:.1e} meV")
for side in (40.0, 80.0, 400.0, 800.0, 1600.0):
    dispersive = from_definition(EPS_A, EPS_C, side, 0.3)
    local = formula(EPS_A, EPS_C, side)
    gap = 1 - dispersive / local
    print(f"cell {side:.0f} angstrom, lambda 0.3: {dispersive:.4f} meV, "
          f"local {local:.4f} meV, gap {100*gap:.1f} %")
    if side >= 800:
        assert abs(gap) < 0.05

# Dispersion correction in very large cells: halves of 1/L^3 give 8
gap_small, gap_large = [formula(EPS_A, EPS_C, side)
                        - from_definition(EPS_A, EPS_C, side, 0.3)
                        for side in (6400.0, 12800.0)]
gap_ratio = gap_small / gap_large
assert abs(gap_ratio / 8 - 1) < 0.05  # next order is still slightly present
print(f"dispersion correction, 6400 over 12800 angstrom: {gap_ratio:.2f}")

field = (potential(radius - step, 0.0)
         - potential(radius + step, 0.0)) / (2 * step)  # V/angstrom
induced = sc.epsilon_0 * (EPS_A - 1) * field * 1e10 * 100  # uC/cm2
print(f"in-plane field at {radius:.0f} angstrom: {field*100:.4f} MV/cm")
print(f"induced polarization there: {induced:.1f} uC/cm2")
print(f"spontaneous polarization (rough): {P_SPONT:.0f} uC/cm2")
print(f"induced/spontaneous: {induced/P_SPONT:.2f}")
print("tests ok")
```

Output:

```
cell side: 20.0 angstrom
permittivity eps_a, eps_c: 2200, 56
ratio eps_a/eps_c: 39.29
p = sqrt(ratio): 6.268
sqrt(eps_a eps_c): 351.0
e^2/(4 pi eps0): 14.3996 eV angstrom
square-lattice constant C: -3.900265
C from damped sum: -3.9002
cubic constant from formula at p=1: -2.837297
sheet term: 6.732 meV
square-lattice term: -4.000 meV
exponential remainder: 6.5e-17 meV
image energy, formula: 2.732 meV
image energy, definition: 2.732 meV
largest formula-definition gap, 5 cases: 3.4e-11 meV
permittivity ratio of zero energy: 13.87
image energy for charge 2e: 10.93 meV
vacuum image energy: -1.0214 eV
geometric mean permittivity: 647.2
isotropic energy, geometric mean: -1.58 meV
harmonic mean permittivity: 159.9
isotropic energy, harmonic mean: -6.39 meV
energy with eps_a times 0.8: 2.26 meV
energy with eps_c times 0.8: 3.94 meV
energy with eps_a times 1.2: 3.08 meV
energy with eps_c times 1.2: 1.96 meV
thermal energy at 300 K: 25.9 meV
electronic permittivity (rough): 5.5
image energy with frozen ions: -186 meV
dispersion lambda 0.1 angstrom, in-plane length 4.7 angstrom: 1.09 meV
dispersion lambda 0.2 angstrom, in-plane length 9.4 angstrom: -0.45 meV
dispersion lambda 0.3 angstrom, in-plane length 14.1 angstrom: -1.93 meV
shift on wider cutoff, lambda 0.3: -5.9e-05 meV
shift on finer quadrature, lambda 0.3: -1.4e-12 meV
cell 40 angstrom, lambda 0.3: 0.1496 meV, local 1.3658 meV, gap 89.0 %
cell 80 angstrom, lambda 0.3: 0.3792 meV, local 0.6829 meV, gap 44.5 %
cell 400 angstrom, lambda 0.3: 0.1291 meV, local 0.1366 meV, gap 5.5 %
cell 800 angstrom, lambda 0.3: 0.0671 meV, local 0.0683 meV, gap 1.7 %
cell 1600 angstrom, lambda 0.3: 0.0340 meV, local 0.0341 meV, gap 0.5 %
dispersion correction, 6400 over 12800 angstrom: 7.98
in-plane field at 10 angstrom: 0.0410 MV/cm
induced polarization there: 8.0 uC/cm2
spontaneous polarization (rough): 26 uC/cm2
induced/spontaneous: 0.31
tests ok
```
